# Negative-energy content of a Gaussian Dirac packet without lower components

## Problem

A free particle of mass $m$ obeys the Dirac equation. In units with $\hbar=c=1$ its Hamiltonian is

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta m .$$

The Dirac representation is used throughout:

$$\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

where each entry is a $2\times2$ block. At time zero the state is the normalized packet

$$\psi(\mathbf x)=(\pi d^2)^{-3/4}\,e^{-r^2/(2d^2)}\,\chi ,\qquad \chi^\dagger\chi=1,$$

where $\chi$ is a constant spinor whose two lower components vanish. For instance, $\chi=(1,0,0,0)^T$. The packet is at rest in the sense that its mean momentum is zero.

At each momentum the eigenvalues of $H$ are $+E$ and $-E$, with $E=\sqrt{p^2+m^2}$. Let $P_-$ be the total weight of $\psi$ on the negative eigenvalues.

1. Show that $P_-$ is the average of $\tfrac12(1-m/E)$ over the momentum distribution of the packet.
2. Evaluate $P_-$ for $d=0.1$, $1$ and $10$ Compton lengths.

Two conventions affect the numbers. The width is the length $d$ in the exponent of the wave function, and the Compton length is the reduced one, $\lambda=1/m$, which is $\hbar/(mc)$ in ordinary units. The dimensionless width is $a=d/\lambda=md$.

## First estimate by scaling

Consider a single momentum $\mathbf p$ with the spinor $\chi$. The matrices $\boldsymbol\alpha$ turn upper components into lower ones, so $\chi^\dagger\boldsymbol\alpha\chi=0$. The matrix $\beta$ leaves upper components unchanged, so $\chi^\dagger\beta\chi=1$. The mean energy is therefore

$$\chi^\dagger H\chi=m .$$

Let $w_+$ and $w_-$ be the weights of $\chi$ on the eigenvalues $+E$ and $-E$. The same mean energy is $Ew_+-Ew_-$, and the weights add to one:

$$w_+-w_-=\frac mE,\qquad w_++w_-=1 .$$

Subtracting the first equation from the second and halving gives

$$w_-=\frac12\left(1-\frac mE\right).$$

A packet of width $d$ contains momenta of order $1/d$. For a rough estimate, replace the whole distribution by the single value $p=1/d$. Then $p/m=1/(md)=1/a$, and

$$P_-^{\rm est}=\frac12\left(1-\frac{1}{\sqrt{1+1/a^2}}\right).$$

The three widths lie in three different regimes.

- For $a=0.1$ the momentum is $10m$. The energy is nearly $10m$ as well, so $m/E\approx0.1$ and $P_-^{\rm est}\approx0.45$.
- For $a=1$ the momentum equals $m$. Then $m/E=1/\sqrt2\approx0.71$ and $P_-^{\rm est}\approx0.15$.
- For $a=10$ the momentum is $0.1m$. Since $1/\sqrt{1+x}\approx1-x/2$ for small $x$, the estimate becomes $1/(4a^2)=0.0025$.

The negative-energy weight should thus be close to one half for a packet much narrower than $\lambda$, and should fall as $1/a^2$ for a wide one. The numerical factors are uncertain, because a Gaussian contains a range of momenta.

## Exact solution

### The momentum distribution

Define the momentum-space wave function by

$$\tilde\psi(\mathbf p)=(2\pi)^{-3/2}\int d^3x\,e^{-i\mathbf p\cdot\mathbf x}\psi(\mathbf x).$$

The Gaussian factorizes into three one-dimensional integrals. In each of them the square is completed:

$$-\frac{x^2}{2d^2}-ip_xx=-\frac{(x+ip_xd^2)^2}{2d^2}-\frac{p_x^2d^2}{2}.$$

The integrand is analytic and vanishes far out along the real direction, so the shift of $x$ by $ip_xd^2$ does not change the integral. Each factor equals $\sqrt{2\pi}\,d\,e^{-p_x^2d^2/2}$. The three factors of $\sqrt{2\pi}$ cancel the prefactor $(2\pi)^{-3/2}$, and $d^3(\pi d^2)^{-3/4}=(d^2/\pi)^{3/4}$. Hence

$$\tilde\psi(\mathbf p)=\varphi(p)\,\chi,\qquad
|\varphi(p)|^2=\left(\frac{d^2}{\pi}\right)^{3/2}e^{-p^2d^2}.$$

This density is even in $\mathbf p$, so the mean momentum is zero, as stated in the problem.

### Projection on negative energy

The Dirac matrices satisfy $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$, $\alpha_i\beta+\beta\alpha_i=0$ and $\beta^2=1$. In the square of $H$ the cross terms between $\boldsymbol\alpha\cdot\mathbf p$ and $\beta m$ cancel, which leaves

$$H^2=p^2+m^2=E^2 .$$

Now define, at each momentum,

$$\Lambda_-=\frac12\left(1-\frac HE\right).$$

This matrix is Hermitian. It is also a projector, because $H^2/E^2=1$:

$$\Lambda_-^2=\frac14\left(1-\frac{2H}{E}+\frac{H^2}{E^2}\right)=\frac14\left(2-\frac{2H}{E}\right)=\Lambda_- .$$

On an eigenvector with $H=-E$ it gives one, and on an eigenvector with $H=+E$ it gives zero. It therefore selects the negative-energy part.

The weight of that part is the squared norm of $\Lambda_-\tilde\psi$. Since $\Lambda_-^\dagger\Lambda_-=\Lambda_-$,

$$P_-=\int d^3p\,|\varphi(p)|^2\,\chi^\dagger\Lambda_-\chi .$$

With $\chi^\dagger H\chi=m$ from above, the spinor factor is

$$\chi^\dagger\Lambda_-\chi=\frac12\left(1-\frac mE\right),$$

and so

$$P_-=\int d^3p\,|\varphi(p)|^2\,\frac12\left(1-\frac mE\right)=\frac12\left(1-\left\langle\frac mE\right\rangle\right).$$

This proves part 1. The spin direction has dropped out. The Gaussian shape has not yet been used in the projection, so the same average holds for any normalized packet of the form $\varphi(\mathbf p)\chi$ with purely upper $\chi$. Moreover, $\Lambda_-$ commutes with $H$, so $P_-$ stays constant while the free packet spreads. The width $d$ in the result is the initial width.

### Why the upper components are not enough

Write an eigenvector of energy $+E$ as an upper pair $u$ and a lower pair $v$. The lower row of $H$ gives

$$\boldsymbol\sigma\cdot\mathbf p\,u-mv=Ev,\qquad\text{so}\qquad
v=\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\,u .$$

The pair $u$ cannot vanish, since $v$ would then vanish too. Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the matrix $\boldsymbol\sigma\cdot\mathbf p$ is invertible for $\mathbf p\ne0$, and $v$ is then nonzero. A positive-energy plane wave thus has no lower components only at $\mathbf p=0$. At every other momentum, a spinor without lower components must include some negative-energy part to cancel $v$.

A small position spread by itself does not force this admixture. Applying $\Lambda_+=1-\Lambda_-$ to the packet and normalizing the result gives a state of purely positive energy for any $d$. That state has lower components, and its upper part is no longer the original Gaussian. Its size is still of order $d$. For a normalized state $\langle r^2\rangle=\sum_i\int d^3p\,|\partial_i\tilde\psi|^2$ with $\partial_i=\partial/\partial p_i$, and

$$\partial_i(\Lambda_+\varphi\chi)=(\partial_i\varphi)\,\Lambda_+\chi+\varphi\,(\partial_i\Lambda_+)\chi .$$

A projector does not lengthen a spinor, so the first term, summed over $i$, has squared norm at most $\int d^3p\,|\nabla\varphi|^2=3d^2/2$, the $\langle r^2\rangle$ of the original packet. In the second term $\partial_i\Lambda_+=\tfrac12(\alpha_i/E-p_iH/E^3)$ is Hermitian. With $\alpha_iH+H\alpha_i=2p_i$ its square is $\tfrac14(1/E^2-p_i^2/E^4)$, and the sum over $i$ is at most $3/(4p^2)$. Since $\langle1/p^2\rangle=d^2\,(4/\sqrt\pi)\int_0^\infty ds\,e^{-s^2}=2d^2$ with $s=pd$, this term also has squared norm at most $3d^2/2$. The squared norm of $\Lambda_+\varphi\chi$ is $1-P_->\tfrac12$. The triangle inequality then bounds the root-mean-square radius of the normalized positive-energy state by $\sqrt2\cdot2\sqrt{3/2}\,d=2\sqrt3\,d$, however small $d$ is.

### Reduction to one variable

The energy depends on the magnitude of $\mathbf p$ alone, so the angular integral gives $4\pi$. Put $s=pd$. Then $p^2dp=s^2ds/d^3$ and $p/m=s/a$. The factors of $d$ cancel, and $4\pi/\pi^{3/2}=4/\sqrt\pi$:

$$\left\langle\frac mE\right\rangle=\frac{4}{\sqrt\pi}\int_0^\infty ds\,\frac{s^2e^{-s^2}}{\sqrt{1+s^2/a^2}} .$$

The result depends only on $a$. At fixed $s>0$ the integrand grows with $a$, so $P_-$ falls as the packet is made wider. Since the integral is positive, $P_-$ is below one half at every width.

### Closed form

Substitute $s^2=a^2t$, for which $s^2ds=\tfrac12a^3\sqrt t\,dt$:

$$\left\langle\frac mE\right\rangle=\frac{2a^3}{\sqrt\pi}\int_0^\infty dt\,\sqrt{\frac{t}{1+t}}\;e^{-a^2t}.$$

Next put $t=\tfrac12(\cosh u-1)$. Then $1+t=\tfrac12(\cosh u+1)$ and $dt=\tfrac12\sinh u\,du$. From $\sinh^2u=(\cosh u-1)(\cosh u+1)$,

$$\sqrt{\frac{t}{1+t}}=\frac{\cosh u-1}{\sinh u},\qquad
\sqrt{\frac{t}{1+t}}\,dt=\frac{\cosh u-1}{2}\,du .$$

Let $z=a^2/2$. The exponential becomes $e^{-a^2t}=e^{z}e^{-z\cosh u}$. The modified Bessel functions have the integral representation

$$K_n(z)=\int_0^\infty du\,e^{-z\cosh u}\cosh(nu),$$

so the $t$ integral equals $\tfrac12e^z[K_1(z)-K_0(z)]$. Therefore

$$\left\langle\frac mE\right\rangle=\frac{a^3}{\sqrt\pi}\,e^{a^2/2}\left[K_1\!\left(\frac{a^2}{2}\right)-K_0\!\left(\frac{a^2}{2}\right)\right],$$

$$P_-=\frac12-\frac{a^3}{2\sqrt\pi}\,e^{a^2/2}\left[K_1\!\left(\frac{a^2}{2}\right)-K_0\!\left(\frac{a^2}{2}\right)\right].$$

### The three widths

Take the particle to be an electron, for which $\lambda=0.386159$ pm. Evaluating the closed form for $\langle m/E\rangle$ and inserting it in $P_-=\tfrac12(1-\langle m/E\rangle)$ gives

$$a=0.1:\quad P_-=\tfrac12(1-0.110325)=0.4448,$$

$$a=1:\quad P_-=\tfrac12(1-0.680921)=0.1595,$$

$$a=10:\quad P_-=\tfrac12(1-0.992637)=0.00368 .$$

The corresponding widths are $0.0386$, $0.386$ and $3.86$ pm. The probabilities themselves do not depend on the particle once $d$ is measured in its own Compton length. The numerical check confirms them by diagonalizing $H$ at many momenta and adding the weights on its negative eigenvalues.

The mean energy of the packet is $m$ at all three widths, since $\chi^\dagger H\chi=m$ at each momentum. For $a=0.1$ this small value hides a cancellation. Typical momenta are of order $10m$, and the large positive and negative energies enter with nearly equal weights.

## Comparison of estimate and exact result

| $a$ | Estimate | Exact $P_-$ |
|---|---|---|
| 0.1 | 0.45 | 0.4448 |
| 1 | 0.15 | 0.1595 |
| 10 | 0.0025 | 0.00368 |

The estimate has the right order of magnitude throughout. It is close for the narrow packet, but about one third below the exact value for the wide one. The two limits show where the differences come from.

### Wide packet

Let $x=p^2/m^2=s^2/a^2$. The expansion

$$\frac{1}{\sqrt{1+x}}=1-\frac x2+\frac{3x^2}{8}-\frac{5x^3}{16}+\dots$$

gives

$$\frac12\left(1-\frac mE\right)=\frac x4-\frac{3x^2}{16}+\frac{5x^3}{32}-\dots$$

The averages of the powers of $s$ follow by integration by parts with the weight $s^2e^{-s^2}$:

$$\langle s^{2n}\rangle=\frac{2n+1}{2}\,\langle s^{2n-2}\rangle .$$

Starting from $\langle1\rangle=1$, this yields $\langle s^2\rangle=3/2$, $\langle s^4\rangle=15/4$ and $\langle s^6\rangle=105/8$. Hence

$$P_-=\frac{3}{8a^2}-\frac{45}{64a^4}+O(a^{-6}).$$

The Gaussian has a tail with $x>1$, where the infinite series in $x$ does not converge. The truncated formula is still sound. The derivatives of $(1+x)^{-1/2}$ alternate in sign and shrink in magnitude as $x$ grows, so Taylor's theorem bounds the remainder for every $x\ge0$ by the first omitted term. Averaging that term bounds the error of the two-term formula by

$$\frac{5}{32}\cdot\frac{105}{8}\,\frac1{a^6}=\frac{525}{256\,a^6}.$$

At $a=10$ the leading term is $3/800=0.00375$, and two terms give $0.003680$, against the exact $0.003682$.

The scaling estimate gave $1/(4a^2)$ in this regime. It used $p^2=1/d^2$, whereas the packet has $\langle p^2\rangle=3/(2d^2)$: each of the three directions contributes $1/(2d^2)$. The leading coefficient is therefore larger than the estimate by a factor $3/2$, which accounts for the deficit of about one third.

### Narrow packet

For $a\ll1$ most of the weight lies at $p\gg m$, where $m/E\approx m/p$. The required average is

$$\left\langle\frac1p\right\rangle=d\,\frac4{\sqrt\pi}\int_0^\infty ds\,s\,e^{-s^2}=\frac{2d}{\sqrt\pi},$$

because the integral equals $1/2$. Thus

$$P_-\approx\frac12-\frac{a}{\sqrt\pi}.$$

The scaling estimate tends to $\tfrac12-\tfrac a2$ instead, since it sets $1/p=d$. Both start from one half, and the coefficients $1/\sqrt\pi\approx0.56$ and $0.5$ multiply a small $a$. This is why the estimate does well here.

The closed form supplies the next term. For small $z$ the Bessel functions behave as

$$K_0(z)=-\ln\frac z2-\gamma+O(z^2\ln z),\qquad K_1(z)=\frac1z+O(z\ln z),$$

where $\gamma$ is Euler's constant. Multiplication by $e^z=1+z+\dots$ turns $1/z$ into $1/z+1$ up to terms that vanish with $z$, so

$$e^z[K_1(z)-K_0(z)]=\frac1z+1+\gamma+\ln\frac z2+O(z\ln z).$$

With $z=a^2/2$ this gives

$$P_-=\frac12-\frac a{\sqrt\pi}-\frac{a^3}{2\sqrt\pi}\left[1+\gamma+\ln\frac{a^2}{4}\right]+O(a^5|\ln a|).$$

At $a=0.1$ the linear formula gives $0.44358$. The logarithm makes the bracket negative, so the cubic term raises the value, to $0.44483$. The exact value is $0.44484$.

The limit of one half has a simple origin. At $p\gg m$ the mass term is a small part of $H$, and the remaining term $\boldsymbol\alpha\cdot\mathbf p$ has zero mean in a purely upper spinor. Its eigenvalues are $+p$ and $-p$, so a zero mean requires equal weights.

### Width equal to the Compton length

At $a=1$ neither expansion is suitable, and the full average is needed. The estimate $\tfrac12(1-1/\sqrt2)\approx0.146$ is about 8% below the exact value. A sixth of the packet's weight, roughly, is then at negative energy.

## What the numbers depend on

The meaning of "width" matters. The position density is proportional to $e^{-r^2/d^2}$, so one coordinate has standard deviation $d/\sqrt2$. If the stated widths $0.1$, $1$ and $10$ are standard deviations in units of $\hbar/(mc)$, then $d$ is larger by $\sqrt2$, and the probabilities become $0.423$, $0.108$ and $0.00186$. For the widest packet the value is nearly halved, as the $1/a^2$ law requires.

The unit of length matters more. If $d$ is $0.1$, $1$ and $10$ times the full Compton wavelength $h/(mc)$, then $a$ is larger by $2\pi$. The probabilities are then $0.238$, $0.0091$ and $0.000095$.

Finally, $P_-$ refers to the spectrum of the free one-particle Hamiltonian. In a potential that varies in space the eigenstates are different, and the potential generally couples the positive- and negative-energy parts defined here, so $P_-$ need not stay constant. Nor is $P_-$ the probability of detecting a positron: that question needs a many-particle state and a description of how it was prepared. Within the one-particle theory, $P_-$ measures how far the chosen packet is from a superposition of positive-energy electron states. For $d=10\lambda$ the departure is a few parts in a thousand of the total probability, while for $d=0.1\lambda$ it is close to one half.

## Values computed for the example and the checks

```
reduced Compton length of the electron: 0.386159 pm
width d = 0.1 reduced Compton lengths = 0.03862 pm
  mean of m/E (closed form): 0.110325
  P_minus, closed form: 0.444837
  P_minus, quadrature of the average: 0.444837
  P_minus, diagonalization on shells: 0.444837
  mean energy: 1.000000 m c^2
width d = 1 reduced Compton lengths = 0.38616 pm
  mean of m/E (closed form): 0.680921
  P_minus, closed form: 0.159540
  P_minus, quadrature of the average: 0.159540
  P_minus, diagonalization on shells: 0.159540
  mean energy: 1.000000 m c^2
width d = 10 reduced Compton lengths = 3.86159 pm
  mean of m/E (closed form): 0.992637
  P_minus, closed form: 0.003682
  P_minus, quadrature of the average: 0.003682
  P_minus, diagonalization on shells: 0.003682
  mean energy: 1.000000 m c^2
P_minus from the position grid, d = 1: 0.159538
P_minus from the position grid, d = 10: 0.003682
wide packet, d = 10, leading term 3/(8 d^2): 0.003750
wide packet, d = 10, two terms: 0.003680
wide packet, error ratio d = 10 to d = 20: 62.2
narrow packet, d = 0.1, 1/2 - d/sqrt(pi): 0.443581
narrow packet, d = 0.1, with cubic term: 0.444826
P_minus under other readings of the width w:
  w = 0.1: coordinate standard deviation w hbar/(mc): 0.423236
  w = 0.1: d = w h/(mc): 0.237583
  w = 1: coordinate standard deviation w hbar/(mc): 0.107688
  w = 1: d = w h/(mc): 0.009078
  w = 10: coordinate standard deviation w hbar/(mc): 0.001858
  w = 10: d = w h/(mc): 0.000095
```
